**No-time-counter selection and the hard-sphere collision rate**

In a cell of volume V, each simulated particle stands for F real molecules of cross-section σ, and a pair with relative speed g should collide at the rate κg, where κ = Fσ/V. The no-time-counter rule draws on average N(N−1)κGΔt/2 candidate pairs from N particles in a step Δt and accepts each with probability g/G, where G is an upper bound on g. The program asserts the mean relative speed to one part in 10⁴ and, within 4.5 standard errors, the collision-cylinder volume, the pair counts at fixed velocities and the mean counts in equilibrium cells. It also asserts the predicted errors of two other counting rules and of a low bound, and a loss of collisions when fractional candidates are dropped. For 20 particles per cell on average, the runs give 0.988 ± 0.007 and 1.002 ± 0.007 of the continuum rate for steps of 1 and 10 microseconds. Five of the six equilibrium runs with a numerical prediction fall below it, each by no more than about two standard errors. In a relaxing six-particle model, Poisson-distributed candidates reproduce the continuous-time count, while rounded candidates fall 0.31 % below it for G = 2 and 0.03 % below it for G = 20.

## Program and output

```python
# Result under test: the no-time-counter (NTC) rule of direct simulation Monte Carlo
# gives each simulated pair the hard-sphere collision rate kappa*g in expectation.
# kappa = F*sigma/V, F = real molecules per simulated particle, sigma = pi*d^2,
# V = cell volume, g = relative speed, G = bound on g used by the rule.
# Mean number of candidate pairs in a step dt: N(N-1)/2 * kappa * G * dt;
# a candidate is accepted with probability g/G.
# Averaged over Poisson N and a Maxwellian gas this is the continuum collision rate.
import math
import random
import numpy as np
from scipy import constants as const
from scipy.linalg import expm
from scipy.special import erfc
from scipy.stats import poisson

rng = np.random.default_rng(20)
rnd = random.Random(11)

# ---------- model gas and cell ----------
mass = 40 * const.atomic_mass
diameter = 0.40e-9
temperature = 300.0
pressure = 1.0
side = 1.0e-3
volume = side**3
time_step = 1.0e-6
density = pressure / (const.k * temperature)
sigma = math.pi * diameter**2
thermal = math.sqrt(const.k * temperature / mass)
mean_g = 4 * thermal / math.sqrt(math.pi)
frequency = density * sigma * mean_g
mean_speed = math.sqrt(8 / math.pi) * thermal
free_path = mean_speed / frequency

print(f"molecular mass: {mass / const.atomic_mass:.0f} u")
print(f"diameter: {diameter * 1e9:.2f} nm")
print(f"temperature: {temperature:.0f} K")
print(f"pressure: {pressure:.1f} Pa")
print(f"cell side: {side * 1e3:.1f} mm")
print(f"time step: {time_step * 1e6:.1f} microseconds")
print(f"number density: {density:.4e} m^-3")
print(f"cross-section: {sigma:.4e} m^2")
print(f"thermal velocity sqrt(kT/m): {thermal:.2f} m/s")
print(f"mean relative speed: {mean_g:.2f} m/s")
print(f"collision frequency per molecule: {frequency:.4e} s^-1")
print(f"mean free path: {free_path * 1e3:.3f} mm")

# ---------- collision cylinder, by random relative positions in a unit box ----------
samples = 2_000_000
contact, path = 0.2, 0.25
direction = np.array([1.0, 2.0, 2.0]) / 3.0
position = rng.random((samples, 3)) - 0.5
along = position @ direction
square = np.einsum("ij,ij->i", position, position)
inside = contact**2 - (square - along**2)
travel = -along - np.sqrt(np.maximum(inside, 0))
hits = (square > contact**2) & (inside > 0) & (travel >= 0) & (travel <= path)
hit_fraction = hits.mean()
cylinder = math.pi * contact**2 * path
hit_error = math.sqrt(cylinder * (1 - cylinder) / samples)
assert abs(hit_fraction - cylinder) < 4.5 * hit_error
print(f"collision cylinder / box volume: {cylinder:.5f}")
print(f"sampled colliding fraction: {hit_fraction:.5f} +- {hit_error:.5f}")

# ---------- mean relative speed from two Maxwellian speed distributions ----------
node, weight = np.polynomial.legendre.leggauss(120)
speed = 4.5 * (node + 1)
speed_weight = 4.5 * weight * math.sqrt(2 / math.pi) * speed**2 * np.exp(-speed**2 / 2)
cosine, cosine_weight = np.polynomial.legendre.leggauss(60)
s1, s2, c12 = np.meshgrid(speed, speed, cosine, indexing="ij")
relative = np.sqrt(np.maximum(s1**2 + s2**2 - 2 * s1 * s2 * c12, 0))
quadrature_g = thermal * np.einsum("i,j,k,ijk->", speed_weight, speed_weight,
                                  cosine_weight / 2, relative)
assert abs(quadrature_g / mean_g - 1) < 1e-4
print(f"mean relative speed by quadrature: {quadrature_g:.2f} m/s")


def safe_bound(velocities):
    """Bound on every pair speed, conserved by elastic collisions."""
    v = np.asarray(velocities)
    peculiar = v - v.mean(axis=0)
    return math.sqrt(2 * float((peculiar**2).sum()))


def ntc_step(vel, pair_weight, kappa_dt, bound, unbiased=True, scatter=True):
    """One NTC step; returns accepted pairs and the largest g/bound met."""
    number = len(vel)
    accepted, top = [], 0.0
    if number < 2:
        return accepted, top
    mean_candidates = 0.5 * pair_weight * kappa_dt * bound
    candidates = int(mean_candidates)
    if unbiased and rnd.random() < mean_candidates - candidates:
        candidates += 1
    for _ in range(candidates):
        i = int(rnd.random() * number)
        j = int(rnd.random() * (number - 1))
        if j >= i:
            j += 1
        a, b = vel[i], vel[j]
        g = math.sqrt((a[0]-b[0])**2 + (a[1]-b[1])**2 + (a[2]-b[2])**2)
        top = max(top, g / bound)
        if rnd.random() * bound < g:
            accepted.append((min(i, j), max(i, j)))
            if scatter:
                cos_t = 2 * rnd.random() - 1
                sin_t = math.sqrt(1 - cos_t**2)
                phi = 2 * math.pi * rnd.random()
                half = (0.5 * g * sin_t * math.cos(phi),
                        0.5 * g * sin_t * math.sin(phi), 0.5 * g * cos_t)
                centre = [0.5 * (a[q] + b[q]) for q in range(3)]
                vel[i] = [centre[q] + half[q] for q in range(3)]
                vel[j] = [centre[q] - half[q] for q in range(3)]
    return accepted, top


# ---------- three particles with fixed velocities ----------
trio = [[300.0, 0.0, 0.0], [-300.0, 0.0, 0.0], [0.0, 400.0, 0.0]]
trio_kappa_dt = 1.0e-3
trio_bound = safe_bound(trio)
repeats = 100_000
tally = {(0, 1): 0, (0, 2): 0, (1, 2): 0}
for _ in range(repeats):
    for pair in ntc_step(trio, 6, trio_kappa_dt, trio_bound, scatter=False)[0]:
        tally[pair] += 1
print(f"three particles, kappa*dt: {trio_kappa_dt:.1e} s/m")
print(f"three particles, bound G: {trio_bound:.2f} m/s")
print(f"three particles, mean candidates: {3 * trio_kappa_dt * trio_bound:.4f}")
for (i, j), count in tally.items():
    pair_g = math.dist(trio[i], trio[j])
    expected = trio_kappa_dt * pair_g
    error = math.sqrt(expected / repeats)
    assert abs(count / repeats - expected) < 4.5 * error
    print(f"pair {i+1}-{j+1}: g = {pair_g:.0f} m/s, expected {expected:.4f}, "
          f"NTC {count / repeats:.4f}")

# ---------- conservation laws in a long sequence of collisions ----------
group = (thermal * rng.normal(size=(10, 3))).tolist()
start = np.array(group)
bound_start = safe_bound(group)
done, _ = ntc_step(group, 90, 100 / (45 * bound_start), bound_start)
assert len(done) > 5
assert np.allclose(np.sum(group, axis=0), start.sum(axis=0), atol=1e-8 * thermal)
assert abs(np.sum(np.square(group)) / np.sum(start**2) - 1) < 1e-10


# ---------- full algorithm on many independent equilibrium cells ----------
def run_cells(mean_number, dt, cells, rule="N(N-1)", bound=None, unbiased=True):
    """Mean NTC collision count over the continuum value, and its standard error."""
    kappa_dt = (density * volume / mean_number) * sigma * dt / volume
    continuum = 0.5 * mean_number**2 * kappa_dt * mean_g
    counts = np.zeros(cells)
    highest = 0.0
    for c, number in enumerate(rng.poisson(mean_number, cells)):
        if number < 2:
            continue
        v = thermal * rng.normal(size=(number, 3))
        limit = safe_bound(v) if bound is None else bound
        pair_weight = {"N(N-1)": number * (number - 1), "N*mean": number * mean_number,
                       "N*N": number * number}[rule]
        pairs, top = ntc_step(v.tolist(), float(pair_weight), kappa_dt, limit, unbiased)
        counts[c] = len(pairs)
        highest = max(highest, top)
    if bound is None:
        assert highest < 1 + 1e-9
    return counts.mean() / continuum, counts.std() / math.sqrt(cells) / continuum


mean_number = 20
real_per_particle = density * volume / mean_number
kappa = real_per_particle * sigma / volume
simulated = 0.5 * mean_number**2 * kappa * mean_g * time_step
real = 0.5 * density**2 * sigma * mean_g * volume * time_step
assert abs(simulated * real_per_particle / real - 1) < 1e-12
print(f"mean simulated particles per cell: {mean_number}")
print(f"real molecules per simulated particle F: {real_per_particle:.4e}")
print(f"kappa: {kappa:.4f} m^-1")
print(f"expected simulated collisions per step: {simulated:.4f}")
print(f"expected real collisions per step: {real:.4e}")

ratio, error = run_cells(mean_number, time_step, 30000)
assert abs(ratio - 1) < 4.5 * error
print(f"NTC simulated collisions per step: {ratio * simulated:.4f} "
      f"+- {error * simulated:.4f}")
print(f"NTC / continuum, short step: {ratio:.4f} +- {error:.4f}")
ratio, error = run_cells(mean_number, 10 * time_step, 8000)
assert abs(ratio - 1) < 4.5 * error
print(f"NTC / continuum, step 10 times longer: {ratio:.4f} +- {error:.4f}")

few = 2
poisson_n = np.arange(0, 80)
chance = poisson.pmf(poisson_n, few)
assert abs(np.sum(chance * poisson_n * (poisson_n - 1)) - few**2) < 1e-10
predictions = {"N(N-1)": 1.0, "N*mean": 1 - math.exp(-few),
               "N*N": 1 + (1 - math.exp(-few)) / few}
for rule, predicted in predictions.items():
    ratio, error = run_cells(few, 10 * time_step, 25000, rule=rule)
    assert abs(ratio - predicted) < 4.5 * error
    print(f"mean N = {few}, rule {rule}: predicted {predicted:.4f}, "
          f"run {ratio:.4f} +- {error:.4f}")

ratio, error = run_cells(mean_number, time_step, 15000, unbiased=False)
assert ratio < 1 - 5 * error
print(f"fraction of candidates dropped, NTC / continuum: {ratio:.4f} +- {error:.4f}")


def lost_fraction(bound):
    y = bound / (2 * thermal)
    return math.exp(-y**2) - 0.5 * math.sqrt(math.pi) * y * erfc(y)


ratio, error = run_cells(mean_number, 10 * time_step, 8000, bound=mean_g)
assert abs(ratio - (1 - lost_fraction(mean_g))) < 4.5 * error
print(f"bound = mean g: predicted {1 - lost_fraction(mean_g):.4f}, "
      f"run {ratio:.4f} +- {error:.4f}")
print(f"bound = 2 * mean g: predicted lost fraction {lost_fraction(2 * mean_g):.5f}")

# ---------- collisions within a step: six particles, four unit velocities ----------
# State k: k particles each along +y and -y, h-k each along +x and -x; kappa = 1.
h = 3
k = np.arange(h + 1)
total_rate = 2.0 * ((h - k)**2 + k**2) + math.sqrt(2) * 4 * k * (h - k)
generator = np.zeros((h + 1, h + 1))
for state in range(h + 1):
    if state < h:
        generator[state, state + 1] = (h - state)**2
    if state > 0:
        generator[state, state - 1] = state**2
    generator[state, state] = -generator[state].sum()


def exact_count(t):
    """Expected collisions of the continuous-time pair process from state 0."""
    block = np.zeros((h + 2, h + 2))
    block[:h + 1, :h + 1] = generator
    block[:h + 1, h + 1] = total_rate
    return expm(block * t)[0, h + 1]


def candidate_counts(bound, largest):
    """Expected accepted pairs after 0, 1, 2, ... candidates, by pair enumeration."""
    transition = np.zeros((h + 1, h + 1))
    acceptance = np.zeros(h + 1)
    pairs = h * (2 * h - 1)
    for state in range(h + 1):
        particles = ([(1, 0), (-1, 0)] * (h - state) + [(0, 1), (0, -1)] * state)
        for i in range(2 * h):
            for j in range(i):
                a, b = particles[i], particles[j]
                accept = math.dist(a, b) / bound
                acceptance[state] += accept / pairs
                new_state = state
                if a[0] == -b[0] and a[1] == -b[1]:
                    new_state = state + 1 if a[0] != 0 else state - 1
                transition[state, new_state] += 0.5 * accept / pairs
                transition[state, state] += (1 - 0.5 * accept) / pairs
    distribution = np.eye(h + 1)[0]
    counts = [0.0]
    for _ in range(largest):
        counts.append(counts[-1] + distribution @ acceptance)
        distribution = distribution @ transition
    return np.array(counts), pairs * bound


def ntc_count(t, bound):
    counts, candidate_rate = candidate_counts(bound, int(15 * bound * t) + 3)
    whole = int(candidate_rate * t)
    part = candidate_rate * t - whole
    leading = -(whole + part**2) / (2 * candidate_rate**2) * (generator @ total_rate)[0]
    return (1 - part) * counts[whole] + part * counts[whole + 1], leading


long_step = 0.21
reference = exact_count(long_step)
counts, candidate_rate = candidate_counts(2.0, 100)
poisson_count = poisson.pmf(np.arange(101), candidate_rate * long_step) @ counts
assert abs(poisson_count - reference) < 1e-9
for t, bound in ((0.0005, 2.0), (0.00085, 200.0)):
    value, leading = ntc_count(t, bound)
    assert abs((value - exact_count(t)) / leading - 1) < 0.05
print(f"six particles, kappa*dt*(unit speed): {long_step:.2f}")
print(f"six particles, exact expected collisions: {reference:.5f}")
print(f"six particles, Poisson candidates: {poisson_count:.5f}")
tight = ntc_count(long_step, 2.0)[0]
loose = ntc_count(long_step, 20.0)[0]
assert abs(loose - reference) < abs(tight - reference)
print(f"six particles, rounded candidates, G = 2: {tight:.5f}")
print(f"six particles, rounded candidates, G = 20: {loose:.5f}")
print(f"relative error, G = 2: {100 * (tight / reference - 1):.3f} %")
print(f"relative error, G = 20: {100 * (loose / reference - 1):.3f} %")

print("done: every assertion held")
```

It prints:

```
molecular mass: 40 u
diameter: 0.40 nm
temperature: 300 K
pressure: 1.0 Pa
cell side: 1.0 mm
time step: 1.0 microseconds
number density: 2.4143e+20 m^-3
cross-section: 5.0265e-19 m^2
thermal velocity sqrt(kT/m): 249.72 m/s
mean relative speed: 563.55 m/s
collision frequency per molecule: 6.8391e+04 s^-1
mean free path: 5.827 mm
collision cylinder / box volume: 0.03142
sampled colliding fraction: 0.03135 +- 0.00012
mean relative speed by quadrature: 563.55 m/s
three particles, kappa*dt: 1.0e-03 s/m
three particles, bound G: 757.19 m/s
three particles, mean candidates: 2.2716
pair 1-2: g = 600 m/s, expected 0.6000, NTC 0.6007
pair 1-3: g = 500 m/s, expected 0.5000, NTC 0.5030
pair 2-3: g = 500 m/s, expected 0.5000, NTC 0.4987
mean simulated particles per cell: 20
real molecules per simulated particle F: 1.2072e+10
kappa: 6.0679 m^-1
expected simulated collisions per step: 0.6839
expected real collisions per step: 8.2559e+09
NTC simulated collisions per step: 0.6755 +- 0.0046
NTC / continuum, short step: 0.9877 +- 0.0067
NTC / continuum, step 10 times longer: 1.0019 +- 0.0065
mean N = 2, rule N(N-1): predicted 1.0000, run 0.9762 +- 0.0117
mean N = 2, rule N*mean: predicted 0.8647, run 0.8504 +- 0.0071
mean N = 2, rule N*N: predicted 1.4323, run 1.4224 +- 0.0142
fraction of candidates dropped, NTC / continuum: 0.8410 +- 0.0090
bound = mean g: predicted 0.8306, run 0.8241 +- 0.0045
bound = 2 * mean g: predicted lost fraction 0.00331
six particles, kappa*dt*(unit speed): 0.21
six particles, exact expected collisions: 4.14458
six particles, Poisson candidates: 4.14458
six particles, rounded candidates, G = 2: 4.13162
six particles, rounded candidates, G = 20: 4.14329
relative error, G = 2: -0.313 %
relative error, G = 20: -0.031 %
done: every assertion held
```
